# Why electron tunnelling stops feeding oxide growth at a few nanometres

**Definitions and the model**

A uniform oxide film of thickness $L$ covers a metal. Oxygen at the outer face becomes part of the oxide by taking up electrons, and these come from the metal. If metal ions migrate outwards, electrons must follow to keep the film neutral; if oxygen ions migrate inwards, electrons must first reach the outer face to form them. Either way, each unit volume of new oxide uses a fixed number $n$ of transferred electrons.

Let $F$ be the number of electrons crossing the film per unit area and time. Then

$$\frac{dL}{dt}\le\frac{F(L)}{n}. \tag{1}$$

Equality holds when electrons are the bottleneck. If ions or oxygen arrive more slowly, growth is slower.

The metal is a free-electron gas with Fermi energy $E_F$. The oxide is a barrier whose top lies $\phi=1$ eV above $E_F$, free of defect states and not lowered by the image force. The electron has its free mass $m$ throughout, and its momentum parallel to the film is conserved. The outer face offers empty states to every arriving electron, so there is no return flux. The temperature is zero until stated otherwise. The example takes $n=100\ \mathrm{nm^{-3}}$: fifty oxygen ions per cubic nanometre, two electrons each. It represents no particular metal.

**Transmission of the barrier**

Inside the barrier the wave equation is $\psi''=\kappa^2\psi$, where $\hbar^2\kappa^2/2m$ is the barrier height above the electron's normal energy $E_x$. Writing $\psi=e^{-S}$ gives $S'^2-S''=\kappa^2$. The WKB approximation drops $S''$, which is allowed when $|\kappa'|\ll\kappa^2$, so $S'=\kappa$ for the decaying wave. The transmission, being a squared amplitude, is

$$D=\exp\left(-2\int_0^L\kappa\,dx\right).$$

For a flat barrier and an electron at the Fermi level moving along the normal,

$$D=e^{-A},\qquad A=2\kappa L,\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}. \tag{2}$$

From here on, $\kappa$ without further remark means this value. At 1 eV, $2\kappa=10.25\ \mathrm{nm^{-1}}$. The transmission falls by a factor $e$ every 0.098 nm, and by 4.45 powers of ten every nanometre.

In a flat barrier $\kappa'=0$, so the decay itself is correct. What (2) omits is the matching of waves at the two faces. Let the normal wave numbers be $k_i$ in the metal and $k_o$ outside. For a thick barrier, the wave returning to the inner face is negligible, and matching $e^{ik_ix}+re^{-ik_ix}$ to $Be^{-\kappa x}$ at $x=0$ gives

$$1+r=B,\qquad ik_i(1-r)=-\kappa B .$$

Multiplying the first equation by $ik_i$ and adding the second gives $2ik_i=(ik_i-\kappa)B$, hence $|B|^2=4k_i^2/(k_i^2+\kappa^2)$.

At the outer face, take the arriving wave to have unit amplitude, the reflected one $\rho$ and the outgoing one $c$. Then

$$1+\rho=c,\qquad -\kappa(1-\rho)=ik_oc .$$

The second equation is $1-\rho=-ik_oc/\kappa$. Adding it to the first gives $2=c(1-ik_o/\kappa)$, hence $|c|^2=4\kappa^2/(\kappa^2+k_o^2)$. Transmission is a ratio of fluxes, so the squared amplitudes are multiplied by $k_o/k_i$:

$$\frac{k_o}{k_i}|B|^2|c|^2e^{-2\kappa L}
=4\,\frac{2k_i\kappa}{k_i^2+\kappa^2}\,\frac{2k_o\kappa}{k_o^2+\kappa^2}\,e^{-2\kappa L}. \tag{3}$$

Each fraction is at most one, because $(k-\kappa)^2\ge0$. The transmission of a thick flat barrier is therefore at most four times the WKB value. It can also be smaller than the WKB value, when the outer wave numbers differ strongly from $\kappa$. Direct integration of the wave equation through 1 nm, for four choices of the outer regions, agrees with (3).

**From transmission to electron flux**

A small transmission does not by itself mean a small flux, since a metal sends a great many electrons against the barrier. The supply has to be counted. With two spin states,

$$F=\frac{2}{(2\pi)^3}\int dk_x\,v_x\,D(E_x)\int d^2k_\parallel .$$

Since $v_x=\hbar k_x/m$ and $E_x=\hbar^2k_x^2/2m$, we have $v_x\,dk_x=dE_x/\hbar$. Let $\varepsilon=E_F-E_x$. The occupied parallel momenta fill a disc with $\hbar^2k_\parallel^2/2m\le\varepsilon$, whose area is $2\pi m\varepsilon/\hbar^2$. Therefore

$$F=\frac{m}{2\pi^2\hbar^3}\int_0^\infty\varepsilon\,D\,d\varepsilon,\qquad
D=e^{-b\sqrt{\phi+\varepsilon}},\qquad b=\frac{2L\sqrt{2m}}{\hbar}. \tag{4}$$

The upper limit should be $E_F$. It is replaced by infinity because deep states contribute negligibly when the Fermi sea is deep.

Put $\sqrt{\phi+\varepsilon}=\sqrt\phi+s$. Then $\varepsilon=2\sqrt\phi\,s+s^2$ and $d\varepsilon=2(\sqrt\phi+s)\,ds$, so

$$\varepsilon\,d\varepsilon=(4\phi s+6\sqrt\phi\,s^2+2s^3)\,ds .$$

Using $\int_0^\infty s^je^{-bs}ds=j!/b^{j+1}$ and $b\sqrt\phi=A$,

$$\int_0^\infty\varepsilon D\,d\varepsilon
=e^{-A}\left(\frac{4\phi}{b^2}+\frac{12\sqrt\phi}{b^3}+\frac{12}{b^4}\right)
=\frac{4\phi}{b^2}e^{-A}\left(1+\frac3A+\frac3{A^2}\right).$$

Since $4\phi/b^2=\phi\hbar^2/(2mL^2)$, the flux is

$$F=\frac{\phi}{4\pi^2\hbar L^2}\,e^{-A}\left(1+\frac3A+\frac3{A^2}\right). \tag{5}$$

A direct sum over a Fermi sphere 5 eV deep agrees with (5) to within one part in ten thousand at 1, 2, 3 and 4 nm.

**Where supply meets demand**

At 3 nm, $A=30.7$ and $D=4.5\times10^{-14}$. The flux is $0.21\ \mathrm{nm^{-2}\,s^{-1}}$, so the factor multiplying $D$ is $0.21/(4.5\times10^{-14})\approx5\times10^{12}\ \mathrm{nm^{-2}\,s^{-1}}$. This is an effective supply: it counts mainly electrons near the Fermi level that move almost along the normal, because the others are transmitted far less. Its size is why tunnelling can feed a thin film in this model although $D$ is so small. Dividing the flux by $n$ gives the growth cap:

| $L$ (nm) | $D$ | $F/n$ (nm/s) |
|---|---|---|
| 1 | $3.6\times10^{-5}$ | $1.8\times10^{7}$ |
| 2 | $1.3\times10^{-9}$ | $1.4\times10^{2}$ |
| 3 | $4.5\times10^{-14}$ | $2.1\times10^{-3}$ |
| 4 | $1.6\times10^{-18}$ | $4.1\times10^{-8}$ |
| 5 | $5.6\times10^{-23}$ | $9.2\times10^{-13}$ |

The first entries are ceilings, not predicted growth rates: ions or oxygen may arrive too slowly for the film to reach them. Between 3 and 4 nm the cap falls by about $5\times10^4$. The exponential supplies a factor of $2.8\times10^4$, and the $1/L^2$ in (5) supplies most of the remaining factor of 1.8.

There is no thickness at which tunnelling becomes zero, so "ceases" needs a practical criterion. Take a growth cap of 0.1 nm per day. It requires $F=100\times0.1/86400=1.16\times10^{-4}\ \mathrm{nm^{-2}\,s^{-1}}$. Near 4 nm the factor multiplying $D$ is about $2.6\times10^{12}\ \mathrm{nm^{-2}\,s^{-1}}$, so the barrier may weaken the supply by about $2.2\times10^{16}$ before the criterion is reached. Hence

$$L_{\rm stop}\approx\frac{\ln(2.2\times10^{16})}{2\kappa}
\approx\frac{37.6}{10.25\ \mathrm{nm^{-1}}}\approx3.7\ \mathrm{nm}.$$

Solving with the full flux (5) also gives 3.7 nm. This is how the few nanometres arise in the model: the ratio of supply to demand is enormous, but only its logarithm enters, multiplied by a decay length of about 0.1 nm. A real film may stop at a similar thickness for another reason, such as slow ion movement.

The same logarithm makes the result insensitive to the supply. A flux four times larger, the most that wave matching can add, moves the stopping thickness from 3.69 to 3.82 nm. A flux a thousand times larger moves it to 4.33 nm. The image force, left out here, changes the exponent itself: a single image term $-e^2/(16\pi\varepsilon_0\varepsilon_r x)$ with $\varepsilon_r$ between 10 and 3 moves the stopping thickness to between 3.8 and 4.0 nm.

The barrier height matters more. If $\phi$ is halved and $L$ is multiplied by $\sqrt2$, then $A$ is unchanged, while $\phi/L^2$ in (5) falls by four. The stopping thickness therefore grows by somewhat less than $\sqrt2$: at zero temperature it is 5.0 nm at 0.5 eV. At 2 eV it is 2.7 nm. The electron's mass in the oxide matters in a similar way, since $\kappa$ depends on the product $m\phi$: an effective mass below the free mass used here would make the stopping thickness larger.

**Growth in time**

When tunnelling is the bottleneck, (1) integrates to

$$t=n\int_{L_0}^{L}\frac{dx}{F(x)},$$

with $L_0=1$ nm here. The integrand rises so steeply that the last fraction of a nanometre takes nearly all the time. Near the upper end, $1/F(x)\approx e^{-g(L-x)}/F(L)$, where $g=-d\ln F/dL$. Differentiating $e^{-2\kappa L}/L^2$, and neglecting the slow change of the bracket in (5), gives $g\approx2\kappa+2/L$. Extending the lower limit to $-\infty$ costs little, so

$$t\approx\frac{n}{gF(L)},\qquad
\frac{dL}{dt}=\frac{F}{n}\approx\frac1{gt}. \tag{6}$$

At 3 nm, $g=10.25+0.67=10.9\ \mathrm{nm^{-1}}$, and (6) gives $1/(10.9\times2.1\times10^{-3})\approx44$ s; the full integral gives 43 s. Reaching 4 nm takes 26 days, and reaching 5 nm takes about 3200 years.

Because $g$ varies slowly, the second relation in (6) gives nearly logarithmic growth: each tenfold increase in time adds about $\ln10/g\approx0.21$ nm. Fed by tunnelling alone, the film reaches 2.7 nm after a second, 3.7 nm after a day and 4.2 nm after a year. At zero temperature, a tenfold stricter or looser criterion for "ceases" therefore shifts the answer by only about 0.2 nm. At finite temperature this fails once the criterion approaches the thermal flux treated below.

**A tilted barrier**

An electric field can lower the barrier towards the outer face; negative oxygen ions gathered there would raise it instead. For the lowering case, let the barrier height fall linearly from $\phi_1$ at the metal to $\phi_2>0$ outside. With the local height $w$ as variable, $dx=-L\,dw/(\phi_1-\phi_2)$, and the exponent becomes

$$2\int_0^L\kappa\,dx
=\frac{2\sqrt{2m}}{\hbar}\frac{L}{\phi_1-\phi_2}\int_{\phi_2}^{\phi_1}\sqrt w\,dw
=\frac{4\sqrt{2m}}{3\hbar}\,L\,
\frac{\phi_1^{3/2}-\phi_2^{3/2}}{\phi_1-\phi_2}. \tag{7}$$

For a fall from 1 to 0.5 eV this is 0.862 of the flat-barrier exponent. At 3 nm the WKB transmission rises about seventyfold, to $3.1\times10^{-12}$. Yet the exponent is still proportional to $L$, and the film need only grow to 3.48 nm to regain the exponent of a flat 3 nm barrier.

Equation (7) also holds for $\phi_2>\phi_1$, the sign produced by oxygen ions at the outer face. A rise from 1 to 2 eV gives 1.22 times the flat exponent and lowers the stopping thickness to about 3.1 nm. Little charge is needed: at 3 nm, with relative permittivity 10, a 1 V drop takes about 0.18 electrons per $\mathrm{nm^2}$, which the flux (5) delivers in about a second. The flat barrier with no return flux therefore lasts only while ion movement neutralises the transferred charge.

The argument changes if the field, rather than the total potential drop, stays fixed as the film grows. Once the drop exceeds $\phi_1$, the electron enters the oxide's conduction band before the outer face. The forbidden distance is then $\phi_1$ divided by the force on the electron, and it no longer grows with $L$.

**Electrons that go over the barrier**

At temperature $T$, the sharp disc of occupied parallel states is replaced by a Fermi distribution. In (4), $\varepsilon$ becomes

$$\int_0^\infty\frac{dE_\parallel}{1+e^{(E_x+E_\parallel-E_F)/k_BT}}
=k_BT\ln\left(1+e^{-(E_x-E_F)/k_BT}\right).$$

Above the barrier set $D=1$. For $\phi\gg k_BT$ the logarithm reduces to its exponential, and integrating over $E_x$ from $E_F+\phi$ upwards supplies another factor $k_BT$:

$$F_{\rm th}=\frac{m(k_BT)^2}{2\pi^2\hbar^3}\,e^{-\phi/k_BT}. \tag{8}$$

This flux does not depend on $L$. For the given barrier it is an upper estimate of the flux over the top, because $D$ cannot exceed one. Wave reflection at the faces reduces it; for a 4 nm film with bands 5 eV deep on both sides the loss is about ninefold at 300 K and sixfold at 600 K. Scattering in the oxide would reduce it further, the image force would lower the barrier, and trapped charge, also left out here, could raise or lower it according to its sign.

At 300 K, $F_{\rm th}=1.1\times10^{-5}\ \mathrm{nm^{-2}\,s^{-1}}$, which equals the zero-temperature tunnelling flux at 3.9 nm. The corresponding growth cap is 0.009 nm per day, below the chosen criterion. It is not zero, however: over a year, growth at this upper estimate would add about 3.4 nm. The tunnelling-only thicknesses for long times are therefore not forecasts of the total thickness. Temperature also helps tunnelling itself, by occupying states above $E_F$, but at 3 nm and 300 K the flux rises only by a factor of 1.29.

These room-temperature results depend strongly on the barrier height. For 0.5 eV instead of 1 eV, (8) at 300 K is larger by $e^{0.5\,{\rm eV}/k_BT}\approx2.5\times10^8$, which gives a growth cap of about $2\times10^6$ nm per day. The stopping thickness of 5.0 nm found above for that height therefore does not carry over to room temperature.

At 600 K the thermal flux is $1.1\times10^{4}\ \mathrm{nm^{-2}\,s^{-1}}$ and equals the zero-temperature tunnelling flux already at 2.0 nm. Its growth cap, about $9\times10^6$ nm per day, is so high that in this model electron supply over the barrier no longer explains a halt at a few nanometres; unless scattering or trapped charge cuts this flux by many powers of ten, the movement of ions or the arrival of oxygen must then set the pace. Once tunnelling has become negligible beside the other electron paths, the film can grow only as fast as those paths allow. For the flat 1 eV barrier at 300 K that is at most about 0.009 nm per day: nearly a halt over days, though not necessarily over years. Conduction through defect states, left out of the model, would be another such path.

The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
barrier height: 1.0 eV
electrons used per oxide volume: 100 nm^-3
kappa: 5.123 nm^-1
2 kappa: 10.246 nm^-1
transmission decay length 1/(2 kappa): 0.0976 nm
powers of ten lost per nm: 4.45
L = 1 nm: A = 10.25, D = 3.55e-05, F = 1.80e+09 nm^-2 s^-1, cap = 1.80e+07 nm/s
L = 2 nm: A = 20.49, D = 1.26e-09, F = 1.40e+04 nm^-2 s^-1, cap = 1.40e+02 nm/s
L = 3 nm: A = 30.74, D = 4.47e-14, F = 2.10e-01 nm^-2 s^-1, cap = 2.10e-03 nm/s
L = 4 nm: A = 40.99, D = 1.59e-18, F = 4.10e-06 nm^-2 s^-1, cap = 4.10e-08 nm/s
L = 5 nm: A = 51.23, D = 5.63e-23, F = 9.18e-11 nm^-2 s^-1, cap = 9.18e-13 nm/s
current density at 3 nm: 3.37e-06 A/cm^2
growth cap at 4 nm: 3.54e-03 nm/day
exact/WKB transmission, 5 eV both sides, 1 nm: 2.222
exact/WKB transmission, 1 eV both sides, 1 nm: 4.000
thickness after 1 second: 2.66 nm
thickness after 1 hour: 3.40 nm
thickness after 1 day: 3.70 nm
thickness after 1 year: 4.24 nm
thickness after 100 years: 4.67 nm
time to reach 3 nm: 43.3 s
time to reach 4 nm: 26.2 days
time to reach 5 nm: 3238 years
gain from 1e5 s to 1e6 s: 0.213 nm
same gain from the formula: 0.214 nm
stopping criterion: 0.1 nm/day
flux needed at criterion: 1.16e-04 nm^-2 s^-1
stopping thickness, 1 eV: 3.69 nm
stopping thickness, flux x 4: 3.82 nm
stopping thickness, flux x 1000: 4.33 nm
stopping thickness, 0.5 eV: 5.04 nm
stopping thickness, 2.0 eV: 2.70 nm
tilted barrier, outer height: 0.5 eV
tilted/flat exponent: 0.862
tilted transmission at 3 nm: 3.11e-12
tilted thickness with flat 3 nm exponent: 3.48 nm
flux at 300 K / flux at 0 K, 2 nm: 1.11
flux at 300 K / flux at 0 K, 3 nm: 1.29
thermionic flux, 300 K: 1.07e-05 nm^-2 s^-1
thermionic growth cap, 300 K: 9.26e-03 nm/day
thickness where 0 K tunnelling equals it, 300 K: 3.91 nm
thermionic flux, 600 K: 1.08e+04 nm^-2 s^-1
thermionic growth cap, 600 K: 9.30e+06 nm/day
thickness where 0 K tunnelling equals it, 600 K: 2.02 nm
```
